\section*{Largest Error of the EKV Current Interpolation in Saturation}

\section*{Problem}

A long-channel nMOSFET is saturated. Let $V_P$ be its pinch-off voltage, $V_S$ its source voltage and $U_T=k_BT/e$ the thermal voltage, and write $v=(V_P-V_S)/U_T$. The EKV interpolation gives the drain current, in units of $I_0=2n\mu C_{ox}(W/L)U_T^2$, as
\begin{equation}
i_a=s^2,\qquad s=\ln\!\left(1+e^{v/2}\right).
\end{equation}
Here $n$ is the slope factor, $\mu$ the mobility, $C_{ox}$ the oxide capacitance per area, and $W$ and $L$ are the channel width and length. Let $i$ be the current that follows, without interpolation, from the charge-based model with constant mobility and inversion charge linear in surface potential. Estimate the largest magnitude of
\begin{equation}
r=\frac{i_a}{i}-1
\end{equation}
for $-10\le v\le 40$, and find where it occurs. Is the result still meaningful for a real transistor?

\section*{Solution}

\subsection*{The reference current}

Let $x$ run from source to drain, $V(x)$ be the channel voltage (the electron quasi-Fermi potential), $\psi(x)$ the surface potential, and $Q_n>0$ the magnitude of the inversion charge per area. The current can be written with the quasi-Fermi gradient or as drift plus diffusion:
\begin{equation}
I=\mu WQ_n\frac{dV}{dx}
=\mu W\left(Q_n\frac{d\psi}{dx}-U_T\frac{dQ_n}{dx}\right).
\end{equation}
Both terms on the right are positive, because $Q_n$ falls towards the drain. The linear charge law is $Q_n=nC_{ox}(\psi_p-\psi)$, where $\psi_p$ is the surface potential at which the inversion charge vanishes. With $Q_n=2nC_{ox}U_T\,q$ it gives $d\psi=-2U_T\,dq$. Equating the two forms and dividing by $2nC_{ox}U_T^2$,
\begin{equation}
q\,\frac{dV}{U_T}=-2q\,dq-dq
\quad\Longrightarrow\quad
\frac{dV}{U_T}=-\left(2+\frac1q\right)dq .
\end{equation}
Integration leaves one constant, which is named $V_P/U_T$. From here on $q$ denotes the value at the source, where $V=V_S$:
\begin{equation}
v=2q+\ln q. \label{eq:charge}
\end{equation}
The right side increases with $q$, so each $v$ has one $q$. This choice of constant makes $q\to e^v$ in weak inversion.

Integrating $I\,dx=\mu WQ_n\,dV$ along the channel, with $q\to0$ at a saturated drain, gives
\begin{equation}
i=\int_0^q q'\left(2+\frac1{q'}\right)dq'=q^2+q. \label{eq:current}
\end{equation}
The square is drift and the linear term is diffusion.

\subsection*{The two limits}

Let $y=e^{v/2}\ll1$. Then $s^2=(y-y^2/2+\dots)^2=y^2(1-y+\dots)$. Equation~\eqref{eq:charge} gives $q=y^2e^{-2q}$, so $i=y^2[1+O(y^2)]$. Hence
\begin{equation}
r\simeq-e^{v/2}\qquad(v\to-\infty).
\end{equation}
At $v=-10$ this is $-e^{-5}=-0.67\%$.

In strong inversion $s\simeq v/2=q+\tfrac12\ln q$, and
\begin{equation}
r\simeq\frac{(q+\frac12\ln q)^2}{q^2+q}-1
=\frac{q(\ln q-1)+\frac14\ln^2q}{q^2+q}
\simeq\frac{\ln q-1}{q}. \label{eq:strong}
\end{equation}
The error is now positive and decays slowly. At $v=40$, where $q=18.54$, the middle expression gives $37.7/362.3=10.4\%$. The interpolation has the right leading term in both limits, but the window ends well before the second limit is reached.

\subsection*{Condition for an extreme error}

From \eqref{eq:charge}, $dq/dv=q/(1+2q)$. From \eqref{eq:current}, $di/dq=1+2q$. Therefore $di/dv=q$, while $ds/dv=\tfrac12(1-e^{-s})$, so
\begin{equation}
\frac{d\ln i}{dv}=\frac1{1+q},\qquad
\frac{d\ln i_a}{dv}=\frac{1-e^{-s}}{s}.
\end{equation}
These slopes are transconductance efficiencies with respect to $V_P-V_S$, in units of $1/U_T$. The current error is stationary where they agree, that is, where $q$ equals
\begin{equation}
g(s)=\frac{s}{1-e^{-s}}-1 .
\end{equation}
Since $v=2\ln(e^s-1)$, stationary points are zeros of
\begin{equation}
H(s)=2g+\ln g-2\ln(e^s-1).
\end{equation}
If $H>0$, then $g$ exceeds the actual $q$, and
\begin{equation}
\frac{d\ln(1+r)}{dv}=\frac1{1+g}-\frac1{1+q}<0 .
\end{equation}
Thus $r$ falls where $H>0$ and rises where $H<0$.

\subsection*{There are two extrema}

Put $b=s/(e^s-1)$ and $a=1/(1-e^{-s})=(s+b)/s$. Then $g=s+b-1$, and
\begin{align}
b'&=\frac bs-ab=\frac bs(1-s-b)=-\frac{bg}{s},\\
g'&=1+b'=\frac{s-b(s+b-1)}{s}=\frac{(1-b)(s+b)}{s}=a(1-b),\\
H'&=\left(2+\frac1g\right)a(1-b)-2a=\frac ag\left[1-b(1+2g)\right].
\end{align}
As $a$, $b$ and $g$ are positive, $H'$ has the sign of
\begin{equation}
K=\frac1b-1-2g=\frac1b+1-2s-2b .
\end{equation}
For small $s$, $1/b=1+s/2+\dots$ and $b=1-s/2+\dots$, so $K(0)=0$ and $K'(0)=-\tfrac12$. Moreover $K$ is convex. First, $1/b=\int_0^1e^{st}dt$ has second derivative $\int_0^1t^2e^{st}dt>\tfrac13$ for $s>0$. Second, the partial-fraction series of the hyperbolic cotangent gives
\begin{equation}
b=\frac s2\coth\frac s2-\frac s2
=1-\frac s2+2\sum_{k=1}^{\infty}\frac{s^2}{s^2+c_k^2},\qquad c_k=2\pi k .
\end{equation}
Each fraction has second derivative $2c_k^2(c_k^2-3s^2)/(s^2+c_k^2)^3\le2/c_k^2$, so
\begin{equation}
b''\le4\sum_k\frac{1}{4\pi^2k^2}=\frac16,\qquad
K''>\frac13-\frac26=0 .
\end{equation}
A convex function that starts at zero with negative slope and grows without bound, as $K$ does through $1/b$, has one positive zero. Hence $H$ first falls and then rises.

At small $s$, $g\simeq s/2$ and $H\simeq-\ln(2s)\to\infty$. At large $s$, $g\simeq s-1$ and $H\simeq\ln(s-1)-2\to\infty$. In between, $g(1)=1/(e-1)$, where $e$ is the base of natural logarithms, so $H(1)=2/(e-1)-3\ln(e-1)=-0.46$. So $H$ has two zeros. With rising $v$, $r$ starts from zero, falls to a negative minimum, rises to a positive maximum and falls back towards zero. If both extrema lie in the window, one of them is the answer and the window's ends need no separate comparison.

\subsection*{The overestimate}

For large $s$ the condition $q=g$ becomes $1+q=s=q+\tfrac12\ln q$. Therefore $\ln q=2$, $q=e^2=7.39$ and $v=2e^2+2=16.8$. The error there is
\begin{equation}
r\simeq\frac{(e^2+1)^2}{e^2(e^2+1)}-1=e^{-2}=13.5\%.
\end{equation}

\subsection*{The underestimate}

For small $s$,
\begin{equation}
g=\frac s2+\frac{s^2}{12}+\dots,\quad
\ln g=\ln\frac s2+\frac s6-\frac{s^2}{72}+\dots,\quad
\ln(e^s-1)=\ln s+\frac s2+\frac{s^2}{24}+\dots
\end{equation}
Collecting terms in $H$, the linear ones leave $s+s/6-s=s/6$, and the quadratic ones leave $(12-1-6)s^2/72$:
\begin{equation}
H=-\ln(2s)+\frac s6+\frac{5s^2}{72}+\dots
\end{equation}
The leading term vanishes at $s=\tfrac12$, or $v=2\ln(e^{1/2}-1)=-0.866$. Solving \eqref{eq:charge} at this bias gives $q=0.2535$, so $i=0.2535\times1.2535=0.3178$ and
\begin{equation}
r\simeq\frac{0.2500}{0.3178}-1=-21.3\%.
\end{equation}
Because $r$ is stationary at its minimum, an error in the bias enters this value only at second order. Iterating $s=\tfrac12\exp(s/6+5s^2/72)$ moves the estimate to $s=0.561$. A numerical root search on the full $H$ also gives $0.561$, at $v=-0.57$.

The largest relative error is therefore an underestimate of about $21\%$, in moderate inversion, about half a thermal voltage below $v=0$.

\subsection*{Cases}

The table uses numerical solutions of \eqref{eq:charge}. The second and fourth rows are the roots of $H$, and the third is the bias where $r$ changes sign.

\begin{center}
\begin{tabular}{rrrrr}
\hline
$v$ & $q$ & $i$ & $i_a$ & $r$ (\%)\\
\hline
$-10$ & $4.540\times10^{-5}$ & $4.540\times10^{-5}$ & $4.510\times10^{-5}$ & $-0.67$\\
$-0.57$ & $0.307$ & $0.400$ & $0.315$ & $-21.4$\\
$4.93$ & $2.09$ & $6.48$ & $6.48$ & $0.0$\\
$16.7$ & $7.36$ & $61.5$ & $69.8$ & $+13.5$\\
$40$ & $18.5$ & $362$ & $400$ & $+10.4$\\
\hline
\end{tabular}
\end{center}

The result depends on the constant chosen in $V_P$. Suppose one raises $v$ in the interpolation alone to remove the error at the minimum. The logarithmic slope there is $1/(1+0.307)=0.77$, so to first order the shift is $-\ln(1-0.214)/0.765\simeq0.32$ thermal voltages. In weak inversion the current would then be too high by $e^{0.32}-1\simeq38\%$. This shift moves the error to another region. A smaller one, of about 0.1 thermal voltages, would balance the negative and positive extrema at about 15\%. The value of 21\% therefore belongs to the choice of $V_P$ that makes both currents agree in weak inversion.

\subsection*{A silicon transistor}

Take rough values for a 1.8~V process: a 4~nm oxide ($C_{ox}=0.863~\mu$F/cm$^2$), body doping $N_a=4\times10^{17}$~cm$^{-3}$, flat-band voltage $V_{FB}=-1.0$~V, $\mu=400$~cm$^2$/Vs and 300~K, with source and body grounded. The length $W=L=10~\mu$m is deliberately far above the minimum of such a process. The body factor is $\gamma=\sqrt{2e\varepsilon_{Si}N_a}/C_{ox}=0.422$~V$^{1/2}$, with $e$ here the elementary charge, and twice the Fermi potential is $2\phi_F=0.905$~V for $n_i=10^{10}$~cm$^{-3}$.

The gate voltage follows from $V_G-V_{FB}=\psi_p+\gamma\sqrt{\psi_p}$, with $n=1+\gamma/(2\sqrt{\psi_p})$. The charge-sheet law is
\begin{equation}
Q_n=\gamma C_{ox}\left[\sqrt{\psi+U_Te^{(\psi-2\phi_F-V)/U_T}}-\sqrt{\psi}\right].
\end{equation}
In weak inversion it becomes $(n-1)C_{ox}U_Te^{(\psi_p-2\phi_F-V)/U_T}$. Matching this to $q\to e^v$ fixes $V_P=\psi_p-2\phi_F+U_T\ln[(n-1)/(2n)]$. At the worst point $V_P=-0.015$~V, which gives $\psi_p=0.953$~V, $n=1.216$ and $V_G=0.365$~V. Then
\begin{equation}
I_0=2(1.216)(400)(0.863\times10^{-6})(0.02585)^2~\mathrm{A}=0.561~\mu\mathrm{A},
\end{equation}
so the reference current is $0.561\times0.4005=0.225~\mu$A and the interpolated one $0.177~\mu$A.

The reference model itself omits several effects. An effect that adds $\delta(q)$ to the right side of \eqref{eq:charge} lowers the current at fixed $v$ by a fraction of about $\delta/(1+q)$. This is an upper estimate if $\delta$ grows with $q$, since it applies the source shift to the whole channel. With the local shift, the fall of the source charge lowers $q^2+q$ by $\delta q$ to first order, but the integral for $i$ gains $\int_0^q q'\,(d\delta/dq')\,dq'=\delta q-\int_0^q\delta\,dq'$. The net change is $-\int_0^q\delta\,dq'$, which for $\delta\propto q$ is half of the estimate. Three shifts were sized by the upper estimate:
\begin{itemize}
\item Degeneracy: $\delta=\ln[(e^u-1)/u]$, where $u$ is the electron density divided by $k_BT$ times the density of states of one subband (two valleys, mass $0.19\,m_0$). This overstates the filling: at 300~K the lowest subband holds only about 60\% of the electrons at the worst point and about 75\% at $v=40$.
\item Confinement: the rise of the lowest triangular-well level (mass $0.916\,m_0$) as inversion charge raises the mean field, divided by $U_T$.
\item Gate depletion at $10^{20}$~cm$^{-3}$ gate doping: the added voltage drop in the gate, divided by $nU_T$.
\end{itemize}
At the worst point these upper estimates are about 1, 4 and 1\%. Integrating the charge-sheet $Q_n$ over $V$, instead of its linear form, lowers the current by a further 0.6\%. The sum is about 6\%, well below 21\%. Since all four lower the reference, they would reduce the underestimate, but to no less than roughly $1-0.786/0.94\simeq16\%$. At $v=40$ the same sum is about 25\%, and at the positive maximum 23\%. These are upper estimates: integrating all four effects along the channel lowers the reference by about 10 to 11\% at both biases. A self-consistent Schr\"odinger--Poisson treatment with several subbands gives less, about 8\% at $v=40$ and 7\% at the positive maximum. Because the reference falls, these effects add to the overestimate. It rises to between 22 and 27\% near $v=17$, depending on the treatment of confinement, while the underestimate shrinks to 19 or 20\%. For this device, then, the overestimate in strong inversion becomes as large as the underestimate or somewhat larger; the margin is small and rests on rough values. That the underestimate is clearly the larger error, 21\% against 13.5\%, is a result of the ideal charge-based model.

Mobility loss matters still more there. A rough universal curve, $\mu\propto[1+(F/0.67~\mathrm{MV/cm})^{1.6}]^{-1}$ with $F$ the mean field in the inversion layer, lowers $\mu$ at the source by 1\% at the worst point and by 42\% at $v=40$, relative to its value in the field of the depletion charge alone. If the same factor multiplies both currents, $r$ is unchanged, although the absolute current is not.

A short channel would bring in velocity saturation. The ratio of the mean lateral field to $v_{sat}/\mu$ is $2qU_T\mu/(Lv_{sat})$. With $v_{sat}=10^7$~cm/s it is 3.8\% at $v=40$ for $L=10~\mu$m. At $L=0.18~\mu$m, with all else fixed, it would be about 2, and neither current expression would hold in strong inversion. At the worst point the same ratio rises from 0.06\% to about 3.5\%. The drain must also keep a finite charge to carry the current at $v_{sat}$, which the limit $q\to0$ ignores. With a carrier velocity $\mu E/(1+\mu E/v_{sat})$, the two together lower the reference current there by roughly 8\% if $E$ is the gradient of $\psi$, and by roughly 20\% if it is the gradient of $V$. The 21\% therefore does not carry over to such a short channel. Other short-channel effects are not included in these figures.

All numerical values are calculated from the stated model.
